Bound and Continuum Shares of Hydrogen's Static Polarizability

**Problem**

A hydrogen atom in its 1s state is placed in a weak static field F along z. The nucleus is fixed, and spin and relativity are left out.

(a) Find the static polarizability α, defined by the energy shift −αF²/2.
(b) What fraction of α comes from the discrete transitions 1s→np, summed to n = ∞, and what supplies any remainder?
(c) What do the results imply for a free atom in a local field of 1 MV/cm?

Rydberg atomic units are used: lengths in a0, energies in Ry, e² = 2. Then

H0 = −∇² − 2/r, E_n = −1/n².

The perturbation is λz with λ = eF. Since F² = λ²/2, the shift is −αλ²/4.

**A tempting solution**

The first-order shift vanishes by parity. The second-order shift is −λ² Σ |z_n|²/(E_n − E_1), with z_n the matrix element of z between 1s and level n. Comparison with −αλ²/4 gives

α = 4 Σ |z_n|²/(E_n − E_1).

Since z = r cosθ, 1s couples to p states with m = 0. The angular factor is ∫Y10 cosθ Y00 dΩ = (√3/4π)(4π/3) = 1/√3, so

|z_n|² = D_n²/3, D_n = ∫ R_10 R_n1 r³ dr, R_10 = 2e^(−r).

*Radial functions.* For l = 1 the radial equation is

R″ + 2R′/r − 2R/r² + 2R/r − R/n² = 0.

Putting R = r e^(−r/n) w and x = 2r/n turns it into

x w″ + (4 − x) w′ − (2 − n) w = 0.

The solution regular at the origin is Kummer's series

M(a,4,x) = Σ_t (a)_t x^t/[(4)_t t!], a = 2 − n,

where (a)_t = a(a+1)…(a+t−1). For integer n ≥ 2 it is a polynomial of degree m = n − 2. Thus R_n1 = N r e^(−r/n) M(2−n,4,2r/n).

*Normalization.* Because (3+t)! = 6(4)_t, termwise integration gives

∫ x^(3+j) e^(−x) M dx = 6 Σ_t (−1)^t C(m,t) (t+4)(t+5)…(t+3+j).

The sums S_p = Σ_t (−1)^t C(m,t) t^p follow from the expansion of (1 − e^y)^m = (−1)^m y^m (1 + my/2 + …): S_p = 0 for p < m, S_m = (−1)^m m!, and S_(m+1) = (−1)^m m! m(m+1)/2. Hence the integral is

- 0 for j < m;
- 6(−1)^m m! for j = m;
- 6(−1)^m m! (m+1)(m+4) for j = m + 1. Here the product contains t^(m+1) + t^m (m+1)(m+8)/2, and adding the two pieces gives the factor stated.

The two highest coefficients of M are c_m = 6(−1)^m/(m+3)! and c_(m−1) = −m(m+3)c_m. In ∫x⁴e^(−x)M² dx, write one factor as xM = c_m x^(m+1) + c_(m−1) x^m + lower powers. The lower powers integrate to zero, so

∫ x⁴ e^(−x) M² dx = 6(−1)^m m! c_m [(m+1)(m+4) − m(m+3)].

The bracket is 2m + 4 = 2n, and m!/(m+3)! = 1/[(n+1)n(n−1)]. The integral is therefore 72/(n² − 1). Since r⁴dr = (n/2)⁵x⁴dx,

N² = (2/n)⁵ (n² − 1)/72 = 4(n² − 1)/(9n⁵).

*Dipole integral.* Termwise integration also gives, by the binomial series,

∫ e^(−sr) r³ M(a,4,qr) dr = 6 s^(−4) (1 − q/s)^(−a).

With a = 2 − n the right side is 6 s^(−n−2)(s − q)^(n−2). Its negative s-derivative supplies the extra power of r:

J = ∫ e^(−sr) r⁴ M dr = 6 s^(−n−3)(s − q)^(n−3) [4s − (n+2)q].

Here s = 1 + 1/n and q = 2/n, so the bracket equals 4 + 4/n − 2 − 4/n = 2. Thus

J = 12 (1 + 1/n)^(−n−3) (1 − 1/n)^(n−3) = 12 n⁶ (n−1)^(n−3)/(n+1)^(n+3).

With D_n = 2NJ,

D_n² = 256 n⁷ (n−1)^(2n−5)/(n+1)^(2n+5).

Multiplying by 4/3 and dividing by E_n − E_1 = (n² − 1)/n² gives the contribution of one level:

α_n = (1024/3) n⁹ (n−1)^(2n−6)/(n+1)^(2n+6).

The first terms, in a0³, are 2.9596 (2p), 0.4005 (3p), 0.1319 (4p) and 0.0605 (5p). The sum through n = 10 is 3.634364.

*The infinite tail.* With x now standing for 1/n²,

n³α_n = (1024/3)(1 − x)^(−6) [(n−1)/(n+1)]^(2n).

Expanding the logarithms gives

ln(n³α_n) = ln(1024/3) − 4 + Σ_(l≥1) [6/l − 4/(2l+1)] x^l.

Every coefficient in the sum is positive. So n³α_n falls steadily with n towards (1024/3)e^(−4) = 6.25174. Its value at n = 11 is 6.49854.

Since 1/n³ is convex, its sum from n = 11 exceeds the trapezoid estimate 1/(2·11²) + 1/(2·11³), and lies below the midpoint estimate 1/(2·10.5²). The tail therefore lies between 6.25174 times the first and 6.49854 times the second, and

3.66255 < Σ α_n < 3.66384.

A longer sum gives 3.663258. The tempting conclusion reads: "The series over all np levels has converged, so α = 3.663 a0³."

**The fault**

Convergence shows that the discrete series has a finite sum. It does not show that the discrete states form a complete set. Second-order perturbation theory requires all eigenstates of H0, and H0 also has p-wave scattering states with energy ε > 0.

The oscillator strengths f_n = (E_n − E_1)|z_n|² expose the omission. Summed over a complete set,

Σ f_n = ⟨z[H0,z]⟩ = ½⟨[z,[H0,z]]⟩.

The second form holds because ⟨[H0,z²]⟩ = 0 in an eigenstate, so that ⟨[H0,z]z⟩ = −⟨z[H0,z]⟩. Since [H0,z] = −2∂/∂z, the double commutator is 2, and the total must be 1. The discrete levels supply 0.565004. The missing strength must belong to the continuum.

**The right solution**

*The total without a list of states.* Let ψ0 ∝ e^(−r) be the 1s function and write the perturbed state as ψ0 − λχ. At first order in λ,

(H0 − E_1)χ = zψ0, α = 4⟨ψ0|z|χ⟩.

Try χ = Gψ0 with G = z(a + br), where a and b are constants. Because ∇ψ0 points along −r with magnitude ψ0,

(H0 − E_1)(Gψ0) = ψ0(−∇²G + 2∂G/∂r).

Using ∇²z = 0, ∇²(zr) = 4z/r, ∂z/∂r = z/r and ∂(zr)/∂r = 2z, the requirement becomes

−4bz/r + 2az/r + 4bz = z.

Hence b = 1/4 and a = 1/2. This χ is normalizable and orthogonal to ψ0 by parity. Averaging z² over angles gives r²/3, so

α = 4⟨z²(1/2 + r/4)⟩ = 4(⟨r²⟩/6 + ⟨r³⟩/12).

In 1s, ⟨r^j⟩ = 4(j+2)!/2^(j+3), which gives ⟨r²⟩ = 3 and ⟨r³⟩ = 7.5. Therefore

α = 4(0.5 + 0.625) = 9/2 a0³.

Within the stated model this is exact. If χ is expanded in eigenstates of H0, its coefficients are z_n/(E_n − E_1), for scattering states as well as bound ones. The closed solution thus contains both parts of the spectrum.

*The continuum by itself.* Put ε = k² and replace 1/n by ik in the radial solution, so that n = −i/k:

R = N_k r e^(−ikr) M(2 + i/k, 4, 2ikr).

This is real, since it is the regular solution of a real equation with a real starting slope. To normalize it, use the integral already found: the Laplace transform of r³M is 6s^(a−4)(s − q)^(−a), now with a = 2 + i/k and q = 2ik. Its branch points s = 0 and s = q fix the behaviour at large r. The one at s = q contributes

6 q^(a−4) e^(qr) r^(a−1)/Γ(a),

and the other supplies the complex conjugate once the factor e^(−ikr) is included. With |q^(a−4)| = e^(−π/(2k))/(4k²), the function rR oscillates with amplitude

3N_k e^(−π/(2k))/(k² |Γ(2 + i/k)|).

Normalization to δ(ε − ε′) requires the squared amplitude to be 1/(πk): a sine of amplitude A gives A²(π/2)δ(k − k′), and δ(k − k′) = 2kδ(ε − ε′). The gamma function obeys

|Γ(2 + i/k)|² = (1 + 1/k²)(π/k)/sinh(π/k).

Solving for N_k² gives

N_k² = 2(1 + k²)/{9[1 − e^(−2π/k)]}.

The dipole integral carries over with s = 1 + ik. Both sides of the transform are analytic for Re s > 0, so the formula holds there even where the original series in q/s does not converge. Since (1 − ik)/(1 + ik) = e^(−2i arctan k),

J = 12(1 + k²)^(−3) exp[−2 arctan(k)/k].

Forming (4/3)(2N_kJ)²/(1 + ε) yields

dα/dε = (512/3) exp[−4 arctan(k)/k] / {(1 + ε)⁶ [1 − e^(−2π/k)]}.

Numerical integration over all ε > 0 gives 0.836742 a0³. The balance is

3.663258 + 0.836742 = 4.500000 a0³.

The discrete part is 3.663258/4.5 = 81.4 percent and the continuum part is 18.6 percent. The short bracket found above already fixes the discrete share between 81.39 and 81.42 percent. In volume units the total is 6.668×10⁻⁴ nm³.

**Reading the division**

The 2p level alone supplies 65.8 percent of α. The continuum holds 43.5 percent of the oscillator strength but only 18.6 percent of α, because

α = 4 Σ f/(E − E_1)²,

with the continuum integral included. Every bound gap is below 1 Ry, so each unit of discrete strength counts more than 4 a0³; each unit of continuum strength counts less.

The contribution to α per unit energy, averaged over closely spaced levels, is continuous at the ionization threshold. Near it the levels are spaced by dE/dn = 2/n³, so their contribution per unit energy is n³α_n/2, which tends to 3.12587 a0³/Ry. The continuum formula has the same limit as k → 0, where arctan(k)/k → 1. The remainder is also concentrated at low energy: 92.9 percent of the continuum part comes from ε below 1 Ry.

**A free atom at 1 MV/cm**

Take a local field of 1 MV/cm, or 0.1 V/nm, and a temperature of 400 K. Both are round values chosen for illustration. The coupling is λ = 3.889×10⁻⁴ Ry/a0. The induced dipole αF, divided by e, is a charge displacement

αF/e = αλ/e² = 4.5 × 3.889×10⁻⁴/2 = 8.75×10⁻⁴ a0,

which is 4.63×10⁻⁵ nm. The energy shift is half the displacement times the field, with a minus sign:

−½ × 4.63×10⁻⁵ nm × 0.1 V/nm × e = −2.32×10⁻⁶ eV.

Dropping the continuum would make both magnitudes 18.6 percent too small.

The effects left out are much smaller than that. With a finite proton mass the reduced mass lengthens a0 by the factor 1 + m_e/m_p, and α scales as the cube of that length, a rise of 0.16 percent. Relativistic corrections are expected to be of the order of the squared fine-structure constant, 5×10⁻⁵. The fourth-order energy is 9.3×10⁻⁷ of the second-order energy. The 1s–2p gap is 296 kT, so thermal excitation is negligible. A one-dimensional estimate of tunnelling from 1s along the field gives a rate factor of about e^(−3400).

The excited levels are less secure. On the downhill side, at distance d from the nucleus, the potential energy is −2/d − λd. Its maximum is at d = √(2/λ), with height −2√(2λ) = −0.0558 Ry. The zero-field level n = 4, at −0.0625 Ry, lies below this saddle, while n = 5, at −0.04 Ry, lies above it. If Stark shifts are ignored, levels from n = 5 upward therefore have enough energy to cross the saddle. This is necessary for classical escape but does not ensure it. They carry 3.8 percent of α. Counting them with the continuum would lower the discrete share to 77.6 percent without changing the total. The figure of 81.4 percent therefore describes the zero-field spectrum, whereas the 1s response is 9/2 a0³ in the weak-field limit.

In a porous insulating film two assumptions can change. First, the hydrogen may be bonded in a chemical group, with its electrons shared with neighbouring atoms. The free-atom α is not a substitute for the polarizability of such a group, and this calculation gives no estimate of the difference. Second, the local field differs from the average field in the film. For an empty spherical pore in a uniform dielectric of relative permittivity ε_r, let F_i be the uniform field inside, F_0 the distant field, and β the dipole field coefficient at the surface. Continuity of the potential and of the normal displacement requires

F_i = F_0 − β, F_i = ε_r(F_0 + 2β).

Eliminating β gives F_i = 3ε_r F_0/(2ε_r + 1), which lies between F_0 and 1.5F_0 for ε_r > 1. Suppose that 1 MV/cm were the distant field F_0 instead of the local one, and that the pore is wide enough to neglect the field which the atom's own dipole induces in its wall. A free atom in such a pore would then have its displacement raised by less than half, and its energy shift by a factor below 9/4. The stronger field alone does not alter the zero-field shares, but the pore wall does. The shares belong to the excited spectrum of the free atom, and the np orbits from n = 3 or 4 upward are as large as a pore of nanometre radius, so the wall reshapes those levels. The saddle, about 72 a0 or 3.8 nm from the nucleus at 1 MV/cm, would lie outside such a pore. Only the total 9/2 a0³, set by the compact function χ, carries over; the figures of 81.4 and 77.6 percent do not. The numerical output below lists the level contributions and the field estimates.

Values computed for the example and the checks

```
Discrete levels: n, gap (Ry), f_n, alpha_n (a0^3), running sum (a0^3)
  2 0.75000 0.416197 2.959621 2.959621
  3 0.88889 0.079102 0.400452 3.360073
  4 0.93750 0.028991 0.131941 3.492014
  5 0.96000 0.013938 0.060496 3.552510
  6 0.97222 0.007799 0.033006 3.585517
  7 0.97959 0.004814 0.020066 3.605583
  8 0.98438 0.003183 0.013141 3.618724
  9 0.98765 0.002216 0.009087 3.627812
 10 0.99000 0.001605 0.006552 3.634364
Limit of n^3 alpha_n: 6.25174 a0^3
n^3 alpha_n at n=11: 6.49854 a0^3
Bracket from terms to n=10, lower: 3.66255 a0^3
Bracket from terms to n=10, upper: 3.66384 a0^3
Infinite discrete sum: 3.663258 a0^3
Continuum integral: 0.836742 a0^3
Discrete plus continuum: 4.500000 a0^3
Mean r^2 in 1s: 3.000 a0^2
Mean r^3 in 1s: 7.500 a0^3
Polarizability from closed solution: 4.500000 a0^3
Polarizability from linear solve: 4.500000 a0^3
Discrete share of polarizability: 81.406 percent
Continuum share: 18.594 percent
2p share alone: 65.769 percent
Discrete oscillator strength: 0.565004
Continuum oscillator strength: 0.434996
Threshold density d(alpha)/d(eps): 3.12587 a0^3/Ry
Part of continuum alpha with eps below 1 Ry: 92.92 percent
Polarizability volume, total: 6.66831e-04 nm^3
Polarizability volume, discrete: 5.42839e-04 nm^3
Local field chosen: 1.0 MV/cm
Temperature chosen: 400 K
Field coupling lam: 3.8894e-04 Ry/a0
Induced dipole divided by e: 4.6309e-05 nm
Energy shift of 1s: -2.3154e-06 eV
Finite proton mass raises alpha by: 0.1635 percent
Fourth-order / second-order energy: 9.336e-07
Order of relativistic effects (alpha_fs^2): 5.33e-05
1s-2p gap divided by kT: 296.0
Classical saddle energy: -0.05578 Ry
Lowest zero-field n above saddle: 5
Share of alpha from that n upward: 3.805 percent
1s tunnelling exponent (rate factor exp(-x)), x: 3406.3
```
